\section*{Stress Shift of a First-Order Transition in a Correlated Oxide}

\section*{Problem}

A correlated oxide switches from an insulating phase I, stable when cold, to a metallic phase M, stable when hot. Without stress the two phases coexist at $T_0=340$ K. On going from I to M the solid absorbs the latent heat $L=2.5\times10^8$ J/m$^3$ and becomes one percent shorter along one crystal axis, the $c$ axis. Along each of the two perpendicular axes it becomes 0.55 percent longer. Strains, stresses and energy densities all refer to the same unstressed volume of phase I at $T_0$. Stress is positive in tension.

\begin{enumerate}
\item[(a)] Derive the initial slope $dT/d\sigma$ of the transition temperature for uniaxial stress $\sigma$ along $c$, and evaluate it in kelvin per gigapascal. Which way does compression move the transition?
\item[(b)] Find the corresponding slope for hydrostatic pressure.
\item[(c)] Find the second-order correction to the shift, and evaluate it for a compression of 1 GPa along $c$ in the model below.
\item[(d)] Compare the boundary for constant entropy jump with that for constant latent heat. What does the second assumption imply about the heat capacities?
\item[(e)] Estimate the effect of holding a bar at fixed length, the stress equivalent to a hysteresis half-width of 5 K, and the compression that would bring the transition to 300 K.
\end{enumerate}

For (c) and (e), phase $i$ has the free energy per reference volume, in atomic units with $k_B=1$,
\begin{equation}
f_i=u_i+\tfrac12\,\mathbf d\cdot C_i\mathbf d
+3n\left[\frac{\theta}{2}+T\ln\left(1-\exp(-\theta/T)\right)\right],
\quad \theta=\theta_i\exp(-\gamma\,\mathrm{tr}\,\mathbf d).
\label{model}
\end{equation}
Here $\mathbf d$ holds the three axial strains measured from an origin belonging to the phase, $\mathrm{tr}\,\mathbf d$ is their sum, $C_i$ is an isotropic stiffness matrix, and $n$ is the number of atoms per volume. The bracket describes Einstein vibrations that soften when the solid expands. The chosen values are Young moduli $E_I=140$ GPa and $E_M=150$ GPa, Poisson ratio 0.25, $n=10^{29}$ m$^{-3}$, $\gamma=1.5$ and $\theta_I=600$ K. The remaining constants of M are fixed by $T_0$, $L$ and the strain jumps at zero stress; this gives $\theta_M=481.5$ K.

\section*{Solution}

\subsection*{(a) Uniaxial stress}

Let $f(T,e)$ be the free energy of one phase, with $e$ its strain along the load. When the strain grows by $de$, the load does work $\sigma\,de$ per reference volume. At fixed temperature and stress the solid therefore minimizes $f-\sigma e$, and the minimum defines
\begin{equation}
g(T,\sigma)=\min_e\left[f(T,e)-\sigma e\right],
\qquad \frac{\partial f}{\partial e}=\sigma .
\end{equation}
With the entropy density $s=-\partial f/\partial T$, the differential is
\begin{align}
dg&=\frac{\partial f}{\partial T}\,dT
+\left(\frac{\partial f}{\partial e}-\sigma\right)de-e\,d\sigma \nonumber\\
&=-s\,dT-e\,d\sigma .
\label{dg}
\end{align}
The middle term vanishes because the strain is at its minimum.

Write $\Delta$ for the value in M minus the value in I. The phases coexist where $\Delta g=0$. Along the boundary this difference stays zero, so
\begin{equation}
0=d(\Delta g)=-\Delta s\,dT-\Delta e\,d\sigma
\quad\Longrightarrow\quad
\frac{dT}{d\sigma}=-\frac{\Delta e}{\Delta s}.
\label{cc}
\end{equation}

The entropy jump follows from the latent heat. At constant $T$ and $\sigma$ the heat absorbed is the rise in internal energy $u$ less the work done by the load, $\Delta u-\sigma\Delta e$. Since $g=u-Ts-\sigma e$, this heat equals $\Delta g+T\Delta s$, which is $T\Delta s$ at coexistence. At zero stress $L=T_0\Delta s$, and
\begin{equation}
\boxed{\left.\frac{dT}{d\sigma}\right|_{\sigma=0}=-\frac{T_0\,\Delta e}{L}}
\label{slope}
\end{equation}
This is the Clausius--Clapeyron relation for uniaxial stress. It contains no constant that depends on the system of units, so SI values may be inserted directly.

Here $\Delta e=-0.010$, because M is the shorter phase. The entropy jump is
\begin{equation}
\Delta s=\frac{2.5\times10^8}{340}\ \frac{\mathrm{J}}{\mathrm{m^3\,K}}
=7.353\times10^5\ \frac{\mathrm{J}}{\mathrm{m^3\,K}} .
\end{equation}
Since 1 J/m$^3$ is 1 Pa,
\begin{equation}
\frac{dT}{d\sigma}=\frac{340\times0.010}{2.5\times10^8}\ \frac{\mathrm K}{\mathrm{Pa}}
=1.36\times10^{-8}\ \frac{\mathrm K}{\mathrm{Pa}}
=13.6\ \frac{\mathrm K}{\mathrm{GPa}} .
\end{equation}
Tension raises the transition temperature and compression lowers it. To first order, a compression of 1 GPa moves it from 340 K to 326.4 K. The direction is as it should be: compression favours the shorter phase, here the metal, which then becomes stable at a lower temperature. If M were the longer phase, the sign would reverse.

The size can be read from an energy ratio. A stress of 1 GPa acting through a strain of 0.01 does work of $10^7$ J/m$^3$, which is 4 percent of the latent heat. The transition temperature shifts by the same fraction, and 4 percent of 340 K is 13.6 K. In atomic units the slope is a volume, the length change per unit length divided by the entropy density. Converted, $k_B|dT/d\sigma|=0.188$ \AA$^3$.

The model (\ref{model}) allows a test of (\ref{slope}), because its constants are fixed at zero stress alone. Its transition temperature was found by solving $\Delta g=0$ at stresses of $\pm0.01$ GPa. The difference quotient is 13.6 K/GPa, in agreement with the formula.

\subsection*{(b) Hydrostatic pressure}

With stresses $\sigma_j$ along the three axes, the work is $\sum_j\sigma_j\,de_j$. The argument that led to (\ref{cc}) then gives
\begin{equation}
\Delta s\,dT=-\sum_j\Delta e_j\,d\sigma_j .
\end{equation}
To first order in the strains, pressure $p$ means $\sigma_j=-p$ for each axis, so $d\sigma_j=-dp$ and
\begin{equation}
\frac{dT}{dp}=\frac{T_0}{L}\sum_j\Delta e_j .
\label{hydro}
\end{equation}
The sum is the relative volume change to first order in the strains. Here it is $-1.0+0.55+0.55=0.10$ percent, and
\begin{equation}
\frac{dT}{dp}=\frac{340\times0.0010}{2.5\times10^8}\ \frac{\mathrm K}{\mathrm{Pa}}
=1.36\ \frac{\mathrm K}{\mathrm{GPa}} .
\end{equation}
The phase boundary of the model gives the same slope when the three stresses are referred to the unstressed areas.

For a true fluid pressure the work is set by the exact volume change. The product of the length ratios is $0.990\times1.0055^2=1.00092$, so the volume grows by 0.092 percent and the slope is 1.25 K/GPa. Products of strains, usually negligible, matter here because the first-order terms nearly cancel.

Pressure thus raises the transition temperature, whereas compression along $c$ lowers it, and the initial slope is about ten times smaller. The axial contraction is nearly cancelled by the transverse expansion. Because the result is a small difference of larger numbers, it is sensitive to the transverse strains: had each been 0.45 percent, the sum would have been $-0.10$ percent and the sign would have changed. A statement that the transformation strain is one percent therefore fixes the shift only if that strain is the one along the applied load. The small slope also holds only near zero pressure, because second-order terms of the kind treated in (c) soon become comparable. For a Poisson ratio of 0.25 the jump in compressibility is 1.5 times the jump in axial compliance, and it alone adds about 0.5 K at 1 GPa. In the model a fluid pressure of 1 GPa raises the transition by 1.7 K, not by the 1.25 K of the linear estimate.

\subsection*{(c) Second-order correction}

The slope (\ref{slope}) is a derivative at zero stress. For a finite stress, expand $\Delta g$ about the point $(T_0,0)$ in $\sigma$ and $\tau=T-T_0$. By (\ref{dg}), $\partial g/\partial T=-s$ and $\partial g/\partial\sigma=-e$. The second derivatives are then
\begin{equation}
\frac{\partial^2g}{\partial\sigma^2}=-J,\qquad
\frac{\partial^2g}{\partial\sigma\,\partial T}=-\alpha,\qquad
\frac{\partial^2g}{\partial T^2}=-\frac{c}{T},
\end{equation}
where $J=\partial e/\partial\sigma$ is the compliance at constant temperature, $\alpha=\partial e/\partial T$ the thermal expansion along the load, and $c=T\,\partial s/\partial T$ the heat capacity per volume at constant stress. Coexistence requires, up to third-order terms,
\begin{equation}
0=-\Delta s\,\tau-\Delta e\,\sigma-\tfrac12\Delta J\,\sigma^2
-\Delta\alpha\,\sigma\tau-\frac{\Delta c}{2T_0}\,\tau^2 .
\label{expand}
\end{equation}
Set $\tau=t_1+t_2$, with $t_1$ proportional to $\sigma$ and $t_2$ to $\sigma^2$. The terms linear in $\sigma$ give $t_1=-\Delta e\,\sigma/\Delta s$, as before. In the quadratic terms $\tau$ may be replaced by $t_1$, since the difference is of third order. Hence
\begin{equation}
t_2=-\frac{1}{\Delta s}\left[\tfrac12\Delta J\,\sigma^2
+\Delta\alpha\,\sigma t_1+\frac{\Delta c}{2T_0}\,t_1^2\right].
\label{second}
\end{equation}
Reversing the stress reverses $t_1$ but leaves $t_2$ unchanged.

To apply this to the model, its strains at given stress are needed. The derivative of the vibrational term in (\ref{model}) with respect to $\theta$ is
\begin{equation}
3n\left[\frac12+\frac{1}{\exp(\theta/T)-1}\right]=\frac{U}{\theta},
\end{equation}
where $U$ is the vibrational energy density. Since $\partial\theta/\partial d_j=-\gamma\theta$, minimization gives
\begin{equation}
(C_i\mathbf d)_j=\sigma_j+\gamma U .
\label{state}
\end{equation}
The vibrations act like an internal pressure that expands the solid. Equation (\ref{state}) is solved numerically, because $U$ itself depends on $\mathbf d$.

The compliance term can be estimated by hand. The elastic part of the jump is
\begin{equation}
\Delta J\approx\frac{1}{E_M}-\frac{1}{E_I}
=\left(\frac{1}{150}-\frac{1}{140}\right)\mathrm{GPa}^{-1}
=-4.76\times10^{-4}\ \mathrm{GPa}^{-1}.
\end{equation}
With $\Delta s=7.353\times10^{-4}$ GPa/K and $\sigma=-1$ GPa, the first term of (\ref{second}) is
\begin{equation}
\frac{4.76\times10^{-4}}{2\times7.353\times10^{-4}}\ \mathrm K=0.32\ \mathrm K .
\end{equation}
The full compliance jump of the model, which includes the strain dependence of the vibrations, also gives 0.32 K. The term is positive because the elastic response lowers $g$ by about $\sigma^2/(2E_i)$ in phase $i$. This gain in stability is larger for the softer phase I, whatever the sign of the stress.

The expansion term is $-0.005$ K and the heat-capacity term $-0.105$ K. The latter is negative because the hot phase of the model, with its lower vibrational frequency, has the larger heat capacity. The sum is $t_2=0.21$ K, so
\begin{equation}
T-T_0\approx(-13.60+0.21)\ \mathrm K=-13.39\ \mathrm K .
\end{equation}
Solving $\Delta g=0$ at full stress gives $-13.39$ K for 1 GPa of compression and $+13.81$ K for 1 GPa of tension. The mean of these two shifts isolates the part even in stress. It is 0.21 K, which confirms (\ref{second}) for this model.

The correction is 1.5 percent of the linear shift, but its smallness rests on the chosen parameters. In particular, by (\ref{state}) the thermal expansion is roughly proportional to $\gamma c/E$. Both phases share one $\gamma$, and M has both the larger $c$ and the larger $E$, which leaves little difference in thermal expansion. A larger difference, $\Delta\alpha=10^{-5}$ K$^{-1}$, would give an expansion term of
\begin{equation}
-\frac{10^{-5}\times(-1)\times(-13.6)}{7.353\times10^{-4}}\ \mathrm K
=-0.185\ \mathrm K ,
\end{equation}
enough to cancel most of $t_2$. For a material whose response functions are not known, even the sign of the correction is therefore open.

Two limits show where the linear law fails. If $\Delta e=0$, then $t_1=0$ and the shift begins with $-\Delta J\sigma^2/(2\Delta s)$. If $\Delta s$ becomes small while $\Delta e$ and $\Delta c$ stay fixed, $t_1$ grows as $1/\Delta s$ and the heat-capacity term as $1/\Delta s^3$, so the expansion loses its use at ever smaller stress.

\subsection*{(d) Constant entropy jump or constant latent heat}

If $\Delta s$ and $\Delta e$ are constant, (\ref{cc}) integrates to the straight line $T=T_0-\Delta e\,\sigma/\Delta s$. If instead $L=T\Delta s$ and $\Delta e$ are constant along the boundary, then
\begin{equation}
\frac{dT}{T}=-\frac{\Delta e}{L}\,d\sigma
\quad\Longrightarrow\quad
T=T_0\exp\left(-\frac{\Delta e\,\sigma}{L}\right).
\label{expo}
\end{equation}
For 1 GPa of compression the exponent is $-0.04$, and the shift is $340\,[\exp(-0.04)-1]$ K $=-13.33$ K, compared with $-13.60$ K on the straight line. The two boundaries have the same slope at zero stress.

The second assumption restricts the heat capacities. Let $\Delta e$ be constant throughout the neighbourhood of the boundary. Then $\Delta J=\Delta\alpha=0$, and equality of the mixed derivatives of $\Delta g$ gives
\begin{equation}
\frac{\partial\Delta s}{\partial\sigma}=\frac{\partial\Delta e}{\partial T}=0 .
\end{equation}
The entropy jump then depends on temperature alone, as $\Delta s=L/T$, and
\begin{equation}
\Delta c=T\,\frac{d\Delta s}{dT}=-\frac{L}{T}=-\Delta s .
\end{equation}
Insertion into (\ref{second}) gives $t_2=t_1^2/(2T_0)=13.6^2/680$ K $=0.27$ K, which is the difference between the two shifts above. When the strain jump is constant in this sense, constant latent heat thus requires the hot phase to have the smaller heat capacity. If the thermal expansions of the phases differ, this need not hold. In the model of (c) the hot phase has the larger heat capacity, and the positive correction there comes from the compliance instead. That $-13.39$ K and $-13.33$ K lie close together does not show that the latent heat of the model is constant.

\subsection*{(e) Fixed length, hysteresis and 300 K}

Consider a bar along $c$ with free sides, in phase I and unstressed at $T_0$. Its ends are then held at fixed distance while it is heated. Let a fraction $x$ be in phase M, arranged in series with the rest so that both parts carry the same stress. Neglecting thermal expansion and misfit at the interfaces, fixed length means
\begin{equation}
(1-x)\frac{\sigma}{E_I}+x\left(\frac{\sigma}{E_M}+\Delta e\right)=0 .
\end{equation}
As the shorter phase grows, the bar comes under tension, and tension raises the transition temperature of what remains. The transition is spread over an interval. At its end $x=1$ and
\begin{equation}
\sigma=-E_M\Delta e=150\times0.010\ \mathrm{GPa}=1.5\ \mathrm{GPa},
\end{equation}
so the width is $13.6\times1.5$ K $=20.4$ K. The model, which includes thermal expansion and the curvature of the boundary, gives 1.45 GPa and 20.1 K. Clamping thus replaces a sharp transition by one spread over more than the shift that 1 GPa produces.

Hysteresis arises because a new phase needs some driving force to appear. Suppose that switching occurs 5 K above the equilibrium transition temperature on heating and 5 K below it on cooling, and that this half-width does not depend on stress. The stress that moves the boundary by this half-width is
\begin{equation}
|\sigma|=\frac{5}{13.6}\ \mathrm{GPa}=0.37\ \mathrm{GPa},
\end{equation}
and the model agrees to two digits. Under these assumptions, a sample in phase I held at $T_0$ needs 0.37 GPa of compression before it switches to M. Smaller stresses move the equilibrium boundary but do not cause switching at that temperature.

To bring the transition to 300 K, the linear law requires a compression of $40/13.6$ GPa $=2.94$ GPa. At that load the model has its transition at 301.8 K, since the second-order correction grows as the square of the stress. The elastic strain is then about $2.94/140=2.1$ percent, twice the transformation strain. Quadratic elastic energy is doubtful at such strains, and a real crystal may crack or buckle first, so this figure is an extrapolation.

\subsection*{Relation to a real oxide}

The values of $T_0$, $L$ and $\Delta e$ are rough ones in the regime of vanadium dioxide, whose metallic rutile phase is about one percent shorter along its $c$ axis than the insulating phase. The moduli, vibrational temperatures and transverse strains are model choices, so the hydrostatic slope in (b) and the corrections in (c) are not predictions for that material. The model also assigns the whole entropy jump to vibrations, although the conduction electrons of a metal contribute too. The slope (\ref{slope}) does not depend on this division, because it contains only the total latent heat. A uniaxial stress of 1 GPa is large for a bulk crystal; it already strains phase I elastically by 0.7 percent. Tension along $c$ can also stabilize a second insulating phase, which a two-phase boundary leaves out. This limits the use of the tensile results, including the clamped bar, which puts itself under tension. In a film attached to a substrate, the assumption of a controlled uniaxial stress fails. For the bar in (e), whose sides are free, holding the length fixed spreads the transition over about 20 K; a film held in its plane has different stress components and needs its own calculation. The slope of 13.6 K/GPa applies to a free sample under a known uniaxial load, near equilibrium and at small stress, as long as only phases I and M compete. The numerical output lists the input values and the main results.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough chosen values)
zero-stress transition temperature: 340 K
latent heat: 2.5e+08 J/m^3
axial strain jump: -1 percent
each transverse strain jump: 0.55 percent
Young modulus, cold phase: 140 GPa
Young modulus, hot phase: 150 GPa
Poisson ratio: 0.25 (no unit)
atom density: 1e+29 1/m^3
Gruneisen parameter: 1.5 (no unit)
Einstein temperature, cold phase: 600 K
Einstein temperature, hot (fitted): 481.5 K
MAIN RESULT
entropy jump: 7.353e+05 J/(m^3 K)
enthalpy jump from model: 2.5e+08 J/m^3
slope from formula, tension positive: 13.6 K/GPa
slope from phase boundary: 13.6 K/GPa
k_B times slope magnitude: 0.1878 angstrom^3
linear shift, 1 GPa compression: -13.6 K
linear transition temperature: 326.4 K
HYDROSTATIC PRESSURE
volume strain jump: 0.1 percent
slope from formula: 1.36 K/GPa
slope from phase boundary: 1.36 K/GPa
FINITE STRESS, 1 GPa COMPRESSION
model transition temperature: 326.607 K
model shift: -13.39 K
model shift, 1 GPa tension: 13.81 K
compliance term: 0.319 K
thermal-expansion term: -0.0054 K
heat-capacity term: -0.105 K
sum of second-order terms: 0.209 K
even part of model shift: 0.209 K
chosen larger expansion mismatch: 1e-05 1/K
its expansion term: -0.185 K
shift at constant latent heat: -13.33 K
elastic strain size, cold phase: 0.714 percent
CLAMPING, HYSTERESIS, ROOM TEMPERATURE
clamping stress, estimate: 1.5 GPa
clamping stress, model: 1.45 GPa
clamped width, estimate: 20.4 K
clamped width, model: 20.1 K
chosen hysteresis half-width: 5 K
equivalent stress, estimate: 0.368 GPa
equivalent stress, model: 0.366 GPa
linear compression to reach 300 K: 2.94 GPa
model temperature at that load: 301.8 K
elastic strain size at that load: 2.1 percent
\end{verbatim}
